# Fixing the Shape Parameter of the Amar–Family Island-Size Distribution

## First half: from the growth data to a condition on the shape

During the deposition of less than one atomic layer, atoms land on a surface, diffuse, meet and form islands. Let $N_s$ be the number of islands of $s$ atoms per surface site. The critical size $i$ is the largest cluster that is still unstable, so that an island, as the word is used here, has $s\ge i+1$ atoms. For $i=1$ a pair of atoms is already stable. Let $\theta$ be the coverage held in islands, in monolayers, and let $S$ be the number-averaged island size:

$$\theta=\sum_{s>i}sN_s,\qquad N=\sum_{s>i}N_s,\qquad S=\frac{\theta}{N}.$$

Unstable clusters and single atoms are counted in none of these sums. The scaling assumption is that the populations depend on size through the ratio $u=s/S$ alone, apart from a prefactor:

$$N_s=\frac{\theta}{S^2}\,f(u),\qquad u=\frac{s}{S}.$$

For the scaling function we take the Amar–Family form

$$f(u)=C\,u^i\exp\!\left(-b\,u^{1/a}\right),\qquad u>0,$$

with positive constants $C$, $b$ and $a$. This form is an empirical ansatz. It is not derived from rate equations, and nothing below shows that a given growth experiment obeys it. The problem is to find what the definitions of $\theta$ and $S$, together with one statement about the position of the maximum, require of the three constants.

### (a) What do the definitions of coverage and mean size require of $f$?

Assume that $S$ is large, and express the two sums as integrals over $u$. Then say what would change if $S$ were the weight-averaged size.

**Solution.** Neighbouring sizes differ by $\Delta s=1$, so the corresponding values of $u$ differ by $\Delta u=1/S$. When $f$ changes little over this spacing, a sum over $s$ is $S$ times an integral over $u$. The lower limit $(i+1)/S$ tends to zero as $S$ grows, and is replaced by zero. The island density becomes

$$N=\sum_{s>i}\frac{\theta}{S^2}f\!\left(\frac sS\right)\simeq\frac{\theta}{S^2}\,S\int_0^\infty f(u)\,du=\frac{\theta}{S}\int_0^\infty f(u)\,du .$$

The definition of $S$ says that $N=\theta/S$. Hence

$$\int_0^\infty f(u)\,du=1. \tag{1}$$

In the sum for the coverage there is an additional factor $s=Su$:

$$\theta=\sum_{s>i}s\,\frac{\theta}{S^2}f\!\left(\frac sS\right)\simeq\frac{\theta}{S^2}\,S\cdot S\int_0^\infty u f(u)\,du=\theta\int_0^\infty u f(u)\,du .$$

Therefore

$$\int_0^\infty u f(u)\,du=1. \tag{2}$$

Equation (1) makes $f$ a probability density for the reduced size of an island picked at random. Equation (2) says that the mean of this density is one. Both are consequences of bookkeeping, and they hold for any scaling function used with these definitions, whatever its shape.

The choice of average matters. Suppose that the scale were instead the weight-averaged size $S_w=\sum s^2N_s/\sum sN_s$, with $N_s=(\theta/S_w^2)f(s/S_w)$. The coverage sum would again give $\int uf\,du=1$. The definition of $S_w$ would give

$$S_w=\frac{S_w\int u^2f\,du}{\int uf\,du},\qquad\text{so}\qquad \int_0^\infty u^2f(u)\,du=1,$$

while $\int f\,du$ would equal $NS_w/\theta=S_w/S$, which is larger than one for any distribution with a spread of sizes. The constants found below therefore belong to the number average, and data scaled with the other average must not be compared with them.

### (b) Where is the maximum of $f$?

Find the most probable reduced size for general $b$. Choose $b$ so that the most common island has the mean size, $u=1$. Find also the curvature of $\ln f$ at that point, and say what happens for $i=0$.

**Solution.** The logarithm is easier to differentiate than $f$ itself, and has its maximum at the same place:

$$\ln f=\ln C+i\ln u-b\,u^{1/a},$$

$$\frac{d\ln f}{du}=\frac iu-\frac ba\,u^{1/a-1}=\frac1u\left(i-\frac ba\,u^{1/a}\right).$$

For $i>0$ the bracket is positive at small $u$ and decreases steadily, because $u^{1/a}$ increases with $u$. It vanishes once, at $u^{1/a}=ia/b$. There $f$ has its single maximum. The maximum lies at $u=1$ when

$$b=ia .$$

With this choice the function and its logarithmic slope are

$$f(u)=C\,u^i\exp\!\left(-i a\,u^{1/a}\right),\qquad \frac{d\ln f}{du}=\frac iu\left(1-u^{1/a}\right). \tag{3}$$

That the most common size coincides with the mean size is a further assumption about the distribution. It does not follow from (1) or (2), since a density of mean one can have its peak elsewhere. Nor does (3) ensure that the mean is one: the peak is now at $u=1$ for every positive $a$, and the mean has still to be calculated.

For the curvature, write the slope as $i\,(u^{-1}-u^{1/a-1})$ and differentiate once more:

$$\frac{d^2\ln f}{du^2}=i\left[-u^{-2}-\left(\frac1a-1\right)u^{1/a-2}\right],\qquad \left.\frac{d^2\ln f}{du^2}\right|_{u=1}=-\frac ia .$$

A larger critical size or a smaller $a$ thus gives a more sharply curved top.

For $i=0$ the choice $b=ia$ gives $b=0$. The exponential and the power both become one, $f$ is a constant, and its integral over all positive $u$ diverges. The form (3) cannot describe that case. From here on $i>0$; the physical values are $i=1,2,3,\dots$, but the algebra does not need $i$ to be an integer.

### (c) For which $a$ is the mean equal to one?

Evaluate the moments of (3), fix $C$ by (1), and turn (2) into an equation for $a$. State whether the equation is necessary, sufficient or both.

**Solution.** Define the unnormalized moments

$$I_n=\int_0^\infty u^{i+n}\exp\!\left(-ia\,u^{1/a}\right)du,\qquad n=0,1,2,\dots$$

The exponent suggests the new variable $t=ia\,u^{1/a}$. Solving for $u$ and differentiating gives

$$u=\left(\frac{t}{ia}\right)^{a}=(ia)^{-a}t^{a},\qquad du=a\,(ia)^{-a}\,t^{a-1}\,dt .$$

The limits $0$ and $\infty$ are unchanged because $a>0$. The power in the integrand becomes $u^{i+n}=(ia)^{-(i+n)a}\,t^{(i+n)a}$. Collecting the powers of $ia$ and of $t$,

$$I_n=a\,(ia)^{-(i+n+1)a}\int_0^\infty t^{(i+n+1)a-1}e^{-t}\,dt .$$

The remaining integral is the definition of the gamma function, $\Gamma(q)=\int_0^\infty t^{q-1}e^{-t}dt$, with $q=(i+n+1)a$. It converges because $q>0$. Thus

$$I_n=a\,(ia)^{-(i+n+1)a}\,\Gamma[(i+n+1)a]. \tag{4}$$

Normalization requires $CI_0=1$, which gives

$$C=\frac{(ia)^{(i+1)a}}{a\,\Gamma[(i+1)a]}. \tag{5}$$

The mean is $m(a)=CI_1=I_1/I_0$. The factor $a$ cancels in this ratio, and the powers of $ia$ combine to $-(i+2)a+(i+1)a=-a$:

$$m(a)=(ia)^{-a}\,\frac{\Gamma[(i+2)a]}{\Gamma[(i+1)a]}. \tag{6}$$

Setting $m(a)=1$ and multiplying by the positive number $(ia)^a$, we obtain

$$\boxed{\;\frac{\Gamma[(i+2)a]}{\Gamma[(i+1)a]}=(ia)^a\;} \tag{7}$$

If the mean is one, then (7) holds. Conversely, if (7) holds, then (6) gives $m=1$. The condition is therefore both necessary and sufficient. Since $C$ has cancelled from the ratio $I_1/I_0$, the prefactor cannot be used to repair a mean that is wrong.

It helps to see where the restriction on $a$ comes from. If $b$ had been left free, the same substitution with $b$ in place of $ia$ would have given the mean $b^{-a}\,\Gamma[(i+2)a]/\Gamma[(i+1)a]$. For any positive $a$ this can be made equal to one by a suitable $b$, since changing $b$ merely stretches the $u$ axis. Equation (7) is the demand that the value of $b$ which puts the mean at one should also be the value $ia$ which puts the peak there. There are three constants, and three requirements fix them: unit area, unit mean, and a peak at the mean.

### (d) How far is the mean from one for other values of $a$?

For $i=1$, calculate the mean by elementary integration at $a=1$ and $a=1/2$. Compare with the value of $a$ that satisfies (7), and say what a wrong mean would imply for the coverage.

**Solution.** At $a=1$ and $i=1$ the density is $f=C\,ue^{-u}$. Since $\int_0^\infty ue^{-u}du=1$, we have $C=1$, and

$$m(1)=\int_0^\infty u^2e^{-u}\,du=2 .$$

At $a=1/2$ the density is $f=C\,ue^{-u^2/2}$. The integral of $ue^{-u^2/2}$ is again one, so $C=1$. Integrating by parts,

$$m(\tfrac12)=\int_0^\infty u\cdot ue^{-u^2/2}\,du=\left[-ue^{-u^2/2}\right]_0^\infty+\int_0^\infty e^{-u^2/2}\,du=\sqrt{\frac{\pi}{2}}\simeq1.2533 .$$

Direct quadrature gives $2.00000$ and $1.25331$. In both cases the peak is at $u=1$, but the density falls off more slowly above the peak than below it, and this puts the mean above the peak. At $a=0.10$ the quadrature gives a mean of $0.82036$: the density now falls off faster above the peak than below it, and this puts the mean below the peak.

Between these values lies the solution of (7). Numerically it is $a=0.27150$ for $i=1$. The two sides of the condition are then

$$\frac{\Gamma(3a)}{\Gamma(2a)}=\frac{1.148328}{1.636053}=0.70189,\qquad a^a=0.70189 .$$

Rounding to $a=0.27$ lowers the mean to $0.99844$, which is $0.16$ per cent below one. Two digits of $a$ are thus enough for drawing a curve, but not for a check of the sum rules to four digits.

The physical meaning of a wrong mean follows from part (a). If $f$ is normalized and has mean $m$, then inserting it in the scaling form gives $\sum sN_s=m\theta$. The choice $a=1$ with $i=1$ would describe a surface whose islands contain twice the coverage that was said to be in them. A fit that adjusts $a$ freely to a measured histogram, while keeping $b=ia$ and unit area, can violate the conservation of atoms in this way.

### (e) How wide is the distribution, and how many islands are small?

Express the variance of $u$ for the value of $a$ that satisfies (7), and the fraction of islands with reduced size below a given $x$.

**Solution.** The second moment is $CI_2=I_2/I_0$. In (4) the powers of $ia$ combine to $-(i+3)a+(i+1)a=-2a$. Because the mean is one, the variance is the second moment minus one:

$$\sigma^2=(ia)^{-2a}\,\frac{\Gamma[(i+3)a]}{\Gamma[(i+1)a]}-1. \tag{8}$$

For the fraction, the substitution of part (c) is used with the upper limit $u=x$, which corresponds to $t=ia\,x^{1/a}$:

$$F(x)=\int_0^xf\,du=C\,a\,(ia)^{-(i+1)a}\int_0^{ia\,x^{1/a}}t^{(i+1)a-1}e^{-t}\,dt .$$

By (5) the factor in front of the integral is $1/\Gamma[(i+1)a]$, so

$$F(x)=\frac{1}{\Gamma[(i+1)a]}\int_0^{ia\,x^{1/a}}t^{(i+1)a-1}e^{-t}\,dt. \tag{9}$$

This is the regularized lower incomplete gamma function. It rises from $0$ at $x=0$ to $1$ as $x\to\infty$. For small $x$ the exponential in $f$ is close to one, and direct integration of $Cu^i$ gives $F(x)\simeq Cx^{i+1}/(i+1)$. In this ansatz a larger critical size therefore means a higher power of $x$ in the share of very small islands. That is a property put in through the factor $u^i$, and it cannot be quoted as a prediction for the nucleation process.

## Second half: existence, uniqueness and numerical use

The reduced size is $u=s/S$, where $S$ is the number-averaged size of the islands, $i>0$ is the critical size and $\theta$ is the coverage in islands. The populations are $N_s=(\theta/S^2)f(u)$ with

$$f(u)=C\,u^i\exp(-ia\,u^{1/a}),\qquad C=\frac{(ia)^{(i+1)a}}{a\,\Gamma[(i+1)a]} .$$

The peak is at $u=1$ for every $a>0$, and there $\ln f$ has second derivative $-i/a$. The mean of $u$ is $m(a)$, given by (6), and it equals one if and only if (7) holds. It is convenient to use its logarithm,

$$g(a)=\ln m(a)=\ln\Gamma[(i+2)a]-\ln\Gamma[(i+1)a]-a\ln(ia), \tag{10}$$

so that the condition reads $g(a)=0$.

### (f) Does the condition have a solution, and is there more than one?

Find the limit of $g$ as $a\to0$. Then show that $g$ increases with $a$, and use its slope to bound the root from above.

**Solution.** *The limit of small $a$.* From $q\,\Gamma(q)=\Gamma(q+1)$ we have $\Gamma(q)=\Gamma(1+q)/q$, and $\Gamma(1+q)\to1$ as $q\to0$. The ratio of gamma functions in (6) therefore tends to $(i+1)a/[(i+2)a]=(i+1)/(i+2)$. Also $a\ln(ia)\to0$. Hence

$$g(0^+)=\ln\frac{i+1}{i+2}<0 .$$

The density shows why. When $a$ is very small, $u^{1/a}$ is nearly zero for $u<1$ and enormous for $u>1$. What remains is the power $u^i$ cut off sharply at $u=1$. Its normalized form is $(i+1)u^i$ on $0<u<1$, and its mean is $(i+1)/(i+2)$.

*An integral for the digamma function.* The slope of $g$ contains $\psi(x)=d\ln\Gamma(x)/dx$. We need an accurate comparison of $\psi(x)$ with $\ln x$. Differentiating the gamma integral twice under the integral sign gives

$$\psi'(x)=\frac{\Gamma''(x)}{\Gamma(x)}-\left[\frac{\Gamma'(x)}{\Gamma(x)}\right]^2=\langle(\ln t)^2\rangle-\langle\ln t\rangle^2>0,$$

where the averages are taken with the density $t^{x-1}e^{-t}/\Gamma(x)$. This is a variance, so $\psi$ increases. From $\Gamma(x+1)=x\Gamma(x)$ follow two relations:

$$\int_x^{x+1}\psi(y)\,dy=\ln x,\qquad \psi(x+1)=\psi(x)+\frac1x .$$

Since $\psi$ increases, the integral lies between $\psi(x)$ and $\psi(x)+1/x$. Therefore $0<\ln x-\psi(x)<1/x$, and the difference vanishes as $x\to\infty$.

Apply the second relation $N$ times, $N$ here being an integer:

$$\psi(x)-\ln x=\bigl[\psi(x+N)-\ln(x+N)\bigr]+\ln\frac{x+N}{x}-\sum_{k=0}^{N-1}\frac1{x+k}.$$

The bracket vanishes as $N\to\infty$. The other terms can be written as integrals. Since $1/y=\int_0^\infty e^{-yt}dt$, integration over $y$ from $x$ to $x+N$ gives the logarithm, and a geometric series gives the sum:

$$\ln\frac{x+N}{x}=\int_0^\infty\frac{e^{-xt}(1-e^{-Nt})}{t}\,dt,\qquad \sum_{k=0}^{N-1}\frac1{x+k}=\int_0^\infty\frac{e^{-xt}(1-e^{-Nt})}{1-e^{-t}}\,dt .$$

Their difference contains the function

$$\varphi(t)=\frac1{1-e^{-t}}-\frac1t .$$

Its derivative is

$$\varphi'(t)=\frac1{t^2}-\frac{e^{-t}}{(1-e^{-t})^2}=\frac1{t^2}-\frac1{4\sinh^2(t/2)}>0,$$

because $\sinh(t/2)>t/2$. Thus $\varphi$ rises from $1/2$ at $t=0$ to $1$ at infinity. Being bounded by one, it makes the term with $e^{-Nt}$ smaller than $1/(x+N)$, which vanishes in the limit. The result is

$$\psi(x)=\ln x-\int_0^\infty\varphi(t)\,e^{-xt}\,dt. \tag{11}$$

*The slope of $g$.* Let $h(x)=x\psi(x)$, so that $h'=\psi+x\psi'$. Differentiating (11) and multiplying by $x$,

$$x\psi'(x)=1+\int_0^\infty t\varphi(t)\,x e^{-xt}\,dt=1+\int_0^\infty\bigl[\varphi(t)+t\varphi'(t)\bigr]e^{-xt}\,dt .$$

The last step is an integration by parts; the boundary term $-t\varphi e^{-xt}$ is zero at both ends. Adding (11), the integrals of $\varphi$ cancel:

$$h'(x)=\ln x+1+\int_0^\infty t\varphi'(t)e^{-xt}\,dt>\ln x+1. \tag{12}$$

Now differentiate (10). The derivative of $a\ln(ia)$ is $\ln(ia)+1$, so

$$g'(a)=(i+2)\psi[(i+2)a]-(i+1)\psi[(i+1)a]-\ln(ia)-1 .$$

The first two terms are $\{h[(i+2)a]-h[(i+1)a]\}/a$, which is the average of $h'$ over an interval of length $a$. With (12),

$$g'(a)>\frac1a\int_{(i+1)a}^{(i+2)a}(\ln x+1)\,dx-\ln(ia)-1=\frac1a\int_{(i+1)a}^{(i+2)a}\ln\frac{x}{ia}\,dx .$$

In the last integral $x$ is never below $(i+1)a$, so its average exceeds $\ln[(i+1)/i]$:

$$g'(a)>\ln\frac{i+1}{i}>0. \tag{13}$$

The function $g$ starts below zero and rises at least as fast as a straight line of positive slope. It must cross zero, and it can do so only once. For each $i>0$ there is therefore one solution $a_i$. The mean is below one for $a<a_i$ and above one for $a>a_i$, in agreement with the values found in part (d).

Integrating (13) from $0$ to $a_i$ gives $-g(0^+)>a_i\ln[(i+1)/i]$, or

$$a_i<\frac{\ln[(i+2)/(i+1)]}{\ln[(i+1)/i]}<1. \tag{14}$$

For $i=1$ the first bound is $0.5850$. The actual root is less than half of that, so (14) serves to bracket a numerical search and is no estimate of $a_i$.

### (g) What happens for a large critical size?

Find the limit of $a_i$ as $i\to\infty$ and the first correction in $1/i$. Explain the limit from the shape of the peak.

**Solution.** At large $i$ and fixed $a$ the arguments of the gamma functions are large. Expanding the exponential in $\varphi$ gives $\varphi(t)=\frac12+\frac t{12}+O(t^2)$. Equation (11) then yields

$$\psi(x)=\ln x-\frac1{2x}-\frac1{12x^2}+O(x^{-3}).$$

Put $x=y+\frac12$ and expand in $1/y$. The terms of order $1/y$ are $\frac12-\frac12=0$. Those of order $1/y^2$ are $-\frac18+\frac14-\frac1{12}=\frac1{24}$. Thus

$$\psi(y+\tfrac12)=\ln y+\frac1{24y^2}+O(y^{-3}).$$

With $z=(i+1)a$, the logarithm of the gamma ratio is $\int_0^a\psi(z+r)\,dr$. The midpoint of the corresponding interval in $y=z+r-\frac12$ is

$$w=z+\frac{a-1}2=ia+\frac{3a-1}2 .$$

Write $y=w+v$ with $-a/2<v<a/2$. The term linear in $v$ integrates to zero, and $\int v^2dv=a^3/12$. Hence

$$\ln\frac{\Gamma(z+a)}{\Gamma(z)}=a\ln w-\frac{a^3}{24w^2}+\frac{a}{24w^2}+O(w^{-3}).$$

Subtract $a\ln(ia)$ and divide by $a$:

$$\frac{g(a)}a=\ln\!\left(1+\frac{3a-1}{2ia}\right)+\frac{1-a^2}{24w^2}+O(i^{-3}). \tag{15}$$

To leading order $g(a)\simeq(3a-1)/(2i)$. For any fixed $a$ slightly below $1/3$ this is negative at large $i$, and for any fixed $a$ slightly above it is positive. The single root is caught between them, so $a_i\to1/3$.

For the correction let $\delta=3a_i-1$, which tends to zero. Setting (15) to zero and keeping terms up to $1/i^2$,

$$\frac{\delta}{2ia}-\frac{\delta^2}{8i^2a^2}+\frac{1-a^2}{24i^2a^2}=O(i^{-3}).$$

Multiplication by $2ia$ shows that $\delta$ is of order $1/i$, so the $\delta^2$ term is negligible at this order. In the remaining term $a$ may be replaced by $1/3$:

$$\delta=-\frac{1-a^2}{12ia}+O(i^{-2})=-\frac{8/9}{4i}+O(i^{-2})=-\frac{2}{9i}+O(i^{-2}).$$

Since $a_i=(1+\delta)/3$,

$$a_i=\frac13-\frac2{27i}+O(i^{-2}). \tag{16}$$

The limit has a simple origin. Near a narrow peak let $\xi=u-1$ and write $\ln f\simeq\text{const}-\kappa\xi^2/2+\lambda\xi^3/6$. The quadratic term gives a Gaussian of variance $1/\kappa$. Expanding the exponential of the cubic term to first order moves the mean by $\lambda\langle\xi^4\rangle/6=\lambda/(2\kappa^2)$, because the Gaussian average of $\xi^4$ is $3/\kappa^2$. Here $\kappa=i/a$, and with $p=1/a$ the third derivative at the peak is

$$\lambda=2i-i(p-1)(p-2)=ip(3-p).$$

The shift is $(3-p)/(2ip)=(3a-1)/(2i)$, in agreement with (15). Mean and peak coincide at this order when the cubic asymmetry vanishes, which requires $p=3$.

The root found by direct quadrature is $0.331844$ at $i=50$, where (16) gives $0.331852$. At $i=1$ the formula gives $0.2593$, which is $4.5$ per cent below the root. At $i=3$ formula and root both round to $0.3086$. The remainder has one sign at $i=1$ and the other at $i=50$, so the close agreement at $i=3$ should not be taken as typical of the formula's accuracy.

### (h) What does the distribution look like for a definite surface?

Give the constants for $i=1,2,3$. Then take $i=1$, $\theta=0.10$ monolayer and $S=100$ atoms as round model parameters, find the populations, and check the sum rules with discrete sizes.

**Solution.** Solving (7) numerically and using (5), (8) and (9) gives

| $i$ | $a_i$ | $C$ | $f(1)$ | $\sigma$ | $F(1/2)$ |
|---|---|---|---|---|---|
| 1 | 0.2715 | 1.109 | 0.845 | 0.433 | 0.138 |
| 2 | 0.2976 | 1.968 | 1.085 | 0.350 | 0.080 |
| 3 | 0.3086 | 3.238 | 1.283 | 0.301 | 0.048 |

For $i=1$ the prefactor follows from the numbers in part (d). Since $(ia)^{2a}=(a^a)^2$,

$$C=\frac{(0.70189)^2}{0.27150\times1.63605}=\frac{0.49265}{0.44419}=1.109,\qquad f(1)=Ce^{-0.2715}=0.845 .$$

From $i=1$ to $i=3$ the distribution becomes narrower and higher, and the share of islands smaller than half the mean falls from about $14$ to $5$ per cent. The curvature at the peak suggests a width $\sqrt{a/i}$, which is $0.521$ for $i=1$ and $0.321$ for $i=3$. These estimates exceed the true standard deviations by $20$ and $7$ per cent. The Gaussian picture of part (g) is therefore only rough at such small $i$.

For the chosen coverage and mean size, the island density is

$$N=\frac\theta S=\frac{0.10}{100}=1.0\times10^{-3}\ \text{islands per site}.$$

The population of islands with exactly 100 atoms is

$$N_{100}=\frac{\theta}{S^2}f(1)=10^{-5}\times0.845=8.45\times10^{-6}\ \text{per site}.$$

Islands with up to 50 atoms have a total density near $0.138\times10^{-3}=1.4\times10^{-4}$ per site.

The discrete sums run over $s=2$ to $1000$, because a single atom is not an island. They give $N=9.9988\times10^{-4}$ per site and a coverage of $0.100000$ monolayer. The density is low by $1.20\times10^{-4}$ relative to $\theta/S$. Most of this is the missing term $s=1$. There $f\simeq Cu=C/S$, so its relative share of the density is $C/S^2=1.11\times10^{-4}$. The small rest is the difference between a sum and an integral. The coverage is less affected, since small islands hold few atoms. The ratio of the two sums is a mean size of $100.01$ atoms, against the intended $100$.

This also shows where the continuum condition begins to fail. For $i=1$ the relative error from the missing term grows as $1/S^2$ when $S$ decreases. At $S=5$, with the same constants, the sum for the island density is $4.8$ per cent below $\theta/S$, and the sum for the coverage is $0.9$ per cent below $\theta$. If errors of this size matter, the constants have to be fixed from the discrete sums themselves. The numerical output below lists the constants for $i=1,2,3$ and the discrete sums for $S=100$.

## Table of computed values

```
Solutions of the unit-mean condition (all dimensionless)
i = 1: shape parameter a = 0.271500
  upper bound on a = 0.5850
  large-i estimate 1/3 - 2/(27 i) = 0.2593
  prefactor C = 1.10910
  peak height f(1) = 0.84539
  standard deviation of u = 0.43305
  fraction of islands with u < 1/2 = 0.13761
i = 2: shape parameter a = 0.297584
  upper bound on a = 0.7095
  large-i estimate 1/3 - 2/(27 i) = 0.2963
  prefactor C = 1.96777
  peak height f(1) = 1.08516
  standard deviation of u = 0.35037
  fraction of islands with u < 1/2 = 0.07979
i = 3: shape parameter a = 0.308579
  upper bound on a = 0.7757
  large-i estimate 1/3 - 2/(27 i) = 0.3086
  prefactor C = 3.23842
  peak height f(1) = 1.28319
  standard deviation of u = 0.30100
  fraction of islands with u < 1/2 = 0.04795
i = 50: a from direct quadrature = 0.331844
  large-i estimate = 0.331852
i = 200: a from direct quadrature = 0.332962
  large-i estimate = 0.332963
Both sides of the condition for i = 1 (dimensionless)
  Gamma(3a) = 1.148328
  Gamma(2a) = 1.636053
  ratio Gamma(3a)/Gamma(2a) = 0.701889
  a^a = 0.701889
Mean of u for other a at i = 1, by quadrature (mode stays at 1)
  a = 0.10: mean = 0.82036
  a = 0.27: mean = 0.99844
  a = 0.50: mean = 1.25331
  a = 1.00: mean = 2.00000
Example: i = 1, island sizes s = 2 to 1000 atoms
  input coverage theta = 0.10 monolayer
  input mean size S = 100 atoms
  theta/S = 1.000000e-03 islands per site
  discrete sum of N_s = 9.998798e-04 islands per site
  discrete sum of s N_s = 0.100000 monolayer
  discrete mean size = 100.0119 atoms
  N_s at s = S: 8.45394e-06 islands per site
```
